# Preconditioned Conjugate Gradients from the M Inner Product: a numerical check

```python
"""Preconditioned conjugate gradients (PCG) for A x = b.
Result under test: PCG, using only solves M z = r, equals plain conjugate
gradients for B x = c in the inner product <u,v>_M = u^T M v, where
B = M^-1 A and c = M^-1 b. A and M are symmetric positive definite.
r = b - A x is the residual, z = M^-1 r, and p is the search direction.
Model: A = T + V - E (electron in a 1D well), M = T - E (free electron).
Hartree atomic units are used throughout the model.
"""
from fractions import Fraction
from itertools import islice
import numpy as np
from scipy.linalg import eigh


def pcg(A, solve_M, b):
    """Yield x, r, z, p, alpha, beta; M enters only through solve_M."""
    x, r = 0 * b, b
    z = solve_M(r)
    p, rho = z, r @ z
    alpha = beta = None
    while True:
        yield x, r, z, p, alpha, beta
        Ap = A @ p
        alpha = rho / (p @ Ap)
        x = x + alpha * p
        r = r - alpha * Ap
        z = solve_M(r)
        rho_new = r @ z
        beta = rho_new / rho
        p = z + beta * p
        rho = rho_new


def plain_cg(apply_B, c, inner):
    """Plain conjugate gradients with a freely chosen inner product."""
    x, z, p = 0 * c, c, c
    rho = inner(z, z)
    alpha = beta = None
    while True:
        yield x, z, p, alpha, beta
        Bp = apply_B(p)
        alpha = rho / inner(p, Bp)
        x = x + alpha * p
        z = z - alpha * Bp
        rho_new = inner(z, z)
        beta = rho_new / rho
        p = z + beta * p
        rho = rho_new


def states(generator, steps):
    return list(islice(generator, steps + 1))


def dot(u, v):
    return u @ v


def text(vector):
    return "(" + ", ".join(str(v) for v in vector) + ")"


def close(u, v, tolerance=1e-9):
    return np.linalg.norm(u - v) <= tolerance * np.linalg.norm(v)


# Small system in exact rational arithmetic
F = Fraction
A2 = np.array([[F(2), F(1)], [F(1), F(2)]], dtype=object)
M2 = np.array([F(1), F(2)], dtype=object)
b2 = np.array([F(1), F(0)], dtype=object)
small = states(pcg(A2, lambda r: r / M2, b2), 2)
wrong = states(plain_cg(lambda v: (A2 @ v) / M2, b2 / M2, dot), 2)
assert all(A2 @ small[2][0] == b2)
assert any(A2 @ wrong[2][0] != b2)
print("Two-by-two system, exact fractions (dimensionless)")
for k in (0, 1):
    print(f"step {k}: x={text(small[k][0])} r={text(small[k][1])}")
    print(f"step {k}: z={text(small[k][2])} p={text(small[k][3])}")
print("alpha_0, beta_0, alpha_1 =", small[1][4], small[1][5], small[2][4])
print("x after step 2, M inner product =", text(small[2][0]))
print("ordinary dot: alpha_0, beta_0, alpha_1 =",
      wrong[1][3], wrong[1][4], wrong[2][3])
print("x after step 2, ordinary dot =", text(wrong[2][0]))
print("b - A x after step 2, ordinary dot =", text(b2 - A2 @ wrong[2][0]))

# One-dimensional electron model
length, depth, width, energy, source = 18.0, 1.0, 2.0, -1.25, 2.0


def build_model(n):
    h = length / n
    index = np.arange(n) - (n - 1) // 2
    position = index * h
    wave_number = 2 * np.pi * index / length
    waves = np.exp(1j * np.outer(position, wave_number)) / np.sqrt(n)
    kinetic = ((waves * (wave_number**2 / 2)) @ waves.conj().T).real
    kinetic = (kinetic + kinetic.T) / 2
    well = -depth * np.exp(-position**2 / (2 * width**2))
    M = kinetic - energy * np.eye(n)
    A = M + np.diag(well)
    site = int(np.argmin(abs(position - source)))
    assert abs(position[site] - source) < 1e-12
    b = np.zeros(n)
    b[site] = 1 / h
    symbol = (2 * np.pi * np.fft.fftfreq(n, h))**2 / 2 - energy

    def solve_M(r):
        return np.fft.ifft(np.fft.fft(r) / symbol).real
    return A, M, b, solve_M, site, h


def energy_norm(A, error):
    return np.sqrt(error @ (A @ error))


def count_steps(generator, A, exact, target=1e-8, limit=5000):
    start = energy_norm(A, exact)
    for k, state in enumerate(islice(generator, limit)):
        if energy_norm(A, state[0] - exact) <= target * start:
            return k, state[0]
    raise AssertionError("iteration did not reach the target")


print(f"box {length} bohr, depth {depth} hartree, width {width} bohr")
print(f"energy {energy} hartree, source at {source} bohr")
kappa_limit = 1 / (1 - depth / abs(energy))
print(f"grid-independent bound on kappa(M^-1 A) = {kappa_limit:.4f}")
print("steps below: relative energy-norm error at most 1e-8")
plain_counts, pcg_counts = [], []
for n in (45, 135, 405):
    A, M, b, solve_M, site, h = build_model(n)
    exact = np.linalg.solve(A, b)
    a_values = eigh(A, eigvals_only=True)
    mu = eigh(A, M, eigvals_only=True)
    assert a_values[0] > 0
    assert mu[0] >= 1 - depth / abs(energy) - 1e-10
    assert mu[-1] <= 1 + 1e-10
    plain_steps, _ = count_steps(plain_cg(lambda v: A @ v, b, dot), A, exact)
    pcg_steps, answer = count_steps(pcg(A, solve_M, b), A, exact)
    plain_counts.append(plain_steps)
    pcg_counts.append(pcg_steps)
    free = solve_M(b)
    print(f"n={n}, h={h:.5f} bohr: kappa(A)={a_values[-1]/a_values[0]:.2f}, "
          f"kappa(M^-1 A)={mu[-1]/mu[0]:.4f}")
    print(f"  mu_min={mu[0]:.5f}, mu_max={mu[-1]:.5f}; "
          f"steps plain={plain_steps}, PCG={pcg_steps}")
    print(f"  G(source,source)={answer[site]:.5f}, "
          f"free z0={free[site]:.5f} 1/(hartree bohr)")
free_continuum = 1 / np.sqrt(2 * abs(energy))
assert abs(free[site] - free_continuum) < 0.02
print(f"free continuum G={free_continuum:.5f} 1/(hartree bohr)")
assert max(pcg_counts) - min(pcg_counts) <= 2
assert plain_counts[-1] > 2 * plain_counts[0]

# Detailed tests on the middle grid
A, M, b, solve_M, site, h = build_model(135)
n = len(b)
exact = np.linalg.solve(A, b)
rng = np.random.default_rng(4)
u, v = rng.normal(size=(2, n))
assert close(M @ solve_M(u), u)


def apply_B(vector):
    return solve_M(A @ vector)


def inner_M(left, right):
    return left @ (M @ right)


scale = np.sqrt(inner_M(u, u) * inner_M(v, v))
assert abs(inner_M(u, apply_B(v)) - inner_M(apply_B(u), v)) < 1e-10 * scale
B = np.column_stack([apply_B(column) for column in np.eye(n)])
asymmetry = np.linalg.norm(B - B.T) / np.linalg.norm(B)
assert asymmetry > 1e-3
print(f"n=135: relative ordinary asymmetry of B={asymmetry:.5f}")

last = 8
run = states(pcg(A, solve_M, b), last)
literal = states(plain_cg(apply_B, solve_M(b), inner_M), last)
scaled = states(pcg(A, lambda r: solve_M(r) / 7, b), last)
for k in range(1, last + 1):
    assert close(run[k][0], literal[k][0])
    assert close(run[k][0], scaled[k][0])

# Both explicit factorizations must return the same approximations
m_values, m_vectors = np.linalg.eigh(M)
inverse_root = (m_vectors / np.sqrt(m_values)) @ m_vectors.T
inverse_cholesky = np.linalg.inv(np.linalg.cholesky(M))
for S in (inverse_root, inverse_cholesky):
    transformed = S @ A @ S.T
    split = states(plain_cg(lambda q: transformed @ q, S @ b, dot), last)
    for k in range(1, last + 1):
        assert close(S.T @ split[k][0], run[k][0])

# Direct minimization over the search space, with an orthonormal basis
basis = []
vector = solve_M(b)
for k in range(1, 7):
    for _ in range(2):
        for q in basis:
            vector = vector - q * (q @ vector)
    basis.append(vector / np.linalg.norm(vector))
    Q = np.column_stack(basis)
    minimum = Q @ np.linalg.solve(Q.T @ A @ Q, Q.T @ b)
    assert close(run[k][0], minimum, 1e-8)
    vector = apply_B(basis[-1])


def largest_overlap(vectors, matrix):
    gram = vectors.T @ matrix @ vectors
    size = np.sqrt(np.diag(gram))
    return np.max(abs(gram / np.outer(size, size) - np.eye(len(size))))


R, Z, P = [np.column_stack([s[i] for s in run[:6]]) for i in (1, 2, 3)]
z_overlap = largest_overlap(Z, M)
p_overlap = largest_overlap(P, A)
r_overlap = largest_overlap(R, np.eye(n))
assert z_overlap < 1e-7 and p_overlap < 1e-7 and r_overlap > 1e-3
print(f"largest normalized overlap: z in M={z_overlap:.1e}, "
      f"p in A={p_overlap:.1e}")
print(f"largest normalized ordinary overlap of r={r_overlap:.5f}")

mu = eigh(A, M, eigvals_only=True)
root = np.sqrt(mu[-1] / mu[0])
rate = (root - 1) / (root + 1)
initial = energy_norm(A, exact)
print(f"Chebyshev factor per step={rate:.5f}")
for k in range(1, last + 1):
    error = energy_norm(A, run[k][0] - exact) / initial
    bound = 2 * rate**k
    assert error <= bound * (1 + 1e-10) + 1e-13
    print(f"step {k}: relative energy error={error:.3e}, bound={bound:.3e}")

naive = states(plain_cg(apply_B, solve_M(b), dot), 6)
naive_error = energy_norm(A, naive[6][0] - exact) / initial
pcg_error = energy_norm(A, run[6][0] - exact) / initial
assert naive_error > pcg_error
print(f"step 6 with ordinary dot: relative energy error={naive_error:.3e}")

# M plus a rank-two term has three distinct generalized eigenvalues
A_rank = M + 3 * np.outer(u, u) + np.outer(v, v)
b_rank = rng.normal(size=n)
exact_rank = np.linalg.solve(A_rank, b_rank)
rank_run = states(pcg(A_rank, solve_M, b_rank), 3)
rank_errors = [energy_norm(A_rank, s[0] - exact_rank)
               / energy_norm(A_rank, exact_rank) for s in rank_run]
assert rank_errors[2] > 1e-6 and rank_errors[3] < 1e-9
print(f"rank-two change of M: relative error after 2 steps="
      f"{rank_errors[2]:.3e}, after 3={rank_errors[3]:.1e}")
print("no test failed")
```

Running it gives:

```
Two-by-two system, exact fractions (dimensionless)
step 0: x=(0, 0) r=(1, 0)
step 0: z=(1, 0) p=(1, 0)
step 1: x=(1/2, 0) r=(0, -1/2)
step 1: z=(0, -1/4) p=(1/8, -1/4)
alpha_0, beta_0, alpha_1 = 1/2 1/8 4/3
x after step 2, M inner product = (2/3, -1/3)
ordinary dot: alpha_0, beta_0, alpha_1 = 1/2 1/16 4/3
x after step 2, ordinary dot = (7/12, -1/3)
b - A x after step 2, ordinary dot = (1/6, 1/12)
box 18.0 bohr, depth 1.0 hartree, width 2.0 bohr
energy -1.25 hartree, source at 2.0 bohr
grid-independent bound on kappa(M^-1 A) = 5.0000
steps below: relative energy-norm error at most 1e-8
n=45, h=0.40000 bohr: kappa(A)=64.40, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=32, PCG=9
  G(source,source)=0.81597, free z0=0.55248 1/(hartree bohr)
n=135, h=0.13333 bohr: kappa(A)=576.57, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=99, PCG=9
  G(source,source)=0.86946, free z0=0.60548 1/(hartree bohr)
n=405, h=0.04444 bohr: kappa(A)=5220.62, kappa(M^-1 A)=2.8647
  mu_min=0.34908, mu_max=1.00000; steps plain=308, PCG=10
  G(source,source)=0.88745, free z0=0.62345 1/(hartree bohr)
free continuum G=0.63246 1/(hartree bohr)
n=135: relative ordinary asymmetry of B=0.01291
largest normalized overlap: z in M=4.8e-14, p in A=4.7e-14
largest normalized ordinary overlap of r=0.89399
Chebyshev factor per step=0.25721
step 1: relative energy error=2.600e-01, bound=5.144e-01
step 2: relative energy error=8.792e-02, bound=1.323e-01
step 3: relative energy error=2.387e-02, bound=3.403e-02
step 4: relative energy error=4.843e-03, bound=8.753e-03
step 5: relative energy error=5.918e-04, bound=2.251e-03
step 6: relative energy error=5.657e-05, bound=5.791e-04
step 7: relative energy error=3.476e-06, bound=1.489e-04
step 8: relative energy error=2.226e-07, bound=3.831e-05
step 6 with ordinary dot: relative energy error=8.878e-05
rank-two change of M: relative error after 2 steps=6.310e-01, after 3=3.9e-14
no test failed
```
